# Step stiffness, not line tension, sets the meander wavelength

**The argument under comment.** The author considers a vicinal surface growing by step flow, whose steps develop a wavy instability, and wishes to predict the wavelength that grows fastest. The reasoning is as follows. A wavy step is longer than a straight one. Extra length costs the line tension \(\beta\), the free energy per unit length of step. The restoring effect is therefore proportional to \(\beta\), taken at the mean step direction. The tension is modelled as

\[
\beta(\theta)=\beta_0\,(1+\epsilon\cos4\theta),\qquad \epsilon=0.05,
\]

with \(\theta\) measured from the mean step. Since it varies by only 5% about its average, the author regards the anisotropy as a small correction.

The first two sentences of this reasoning are right and the third does not follow. A meander also rotates the step locally, and rotation changes the tension. The two effects are of the same order in the amplitude, and here rotation cancels about three quarters of the cost of lengthening. I give the corrected analysis below, including the diffusion problem, because the size of the error depends on how the restoring term enters the wavelength.

**1. What a small meander costs**

Let the step be \(y=h(x)\), with slope \(p=h'(x)\) and local angle \(\theta=\arctan p\). An element of step has length \(\sqrt{1+p^2}\,dx\), so the free energy per projected length is

\[
f(p)=\beta(\arctan p)\sqrt{1+p^2}.
\]

To second order, \(\arctan p=p\) and \(\sqrt{1+p^2}=1+p^2/2\). With \(\beta\) and its angular derivatives taken at \(\theta=0\),

\[
f=\left(\beta+\beta'p+\tfrac12\beta''p^2\right)\left(1+\tfrac12p^2\right)
=\beta+\beta'p+\tfrac12(\beta+\beta'')p^2 .
\]

The linear term averages to zero for a periodic meander, because \(h\) returns to its starting value. The mean excess energy is therefore \(\tfrac12S\langle p^2\rangle\), where

\[
S=\beta+\beta''
\]

is the step stiffness. For the author's tension, \(\beta''=-16\epsilon\beta_0\cos4\theta\), so that

\[
S(\theta)=\beta_0(1-15\epsilon\cos4\theta).
\]

Two differentiations of \(\cos4\theta\) turn the 5% modulation of the tension into a 75% modulation of the stiffness. With \(\beta_0=0.80\) eV/nm, the values at \(\theta=0\) are \(\beta=0.84\) and \(\beta''=-0.64\) eV/nm, leaving \(S=0.20\) eV/nm. Lengthening does cost what the author says, but the mean step lies at a maximum of tension, and rotation away from it returns about three quarters of that cost.

**2. The force that smooths the step**

Kinetics needs the chemical potential \(\mu\) of the step, relative to a straight one. Differentiating \(f\) once gives

\[
f'(p)=\frac{\beta'+\beta p}{\sqrt{1+p^2}},
\]

since \(d\theta/dp=1/(1+p^2)\). Differentiating again,

\[
f''(p)=\frac{\beta''+p\beta'+(1+p^2)\beta-p\beta'-p^2\beta}{(1+p^2)^{3/2}}
=\frac{\beta+\beta''}{(1+p^2)^{3/2}},
\]

where \(\beta\) and its derivatives are now taken at the local angle. The tension has combined with \(\beta''\) at every slope, not merely at small ones.

A displacement \(\delta h\) changes the energy by \(\int f'\,\delta h'\,dx=-\int (f')'\,\delta h\,dx\), after integration by parts over a period. Let the crystal advance towards \(+y\), and let \(\Omega\) be the area per atom. One added atom increases \(\int h\,dx\) by \(\Omega\), hence

\[
\mu=-\Omega\frac{d f'(p)}{dx}=-\frac{\Omega S h''}{(1+h'^2)^{3/2}} .
\]

At the crest of a protrusion \(h''<0\), so for \(S>0\) the chemical potential is raised there and atoms tend to leave.

A thought experiment separates the two quantities. Add \(A\cos\theta\) to the tension. The added energy is \(\int A\cos\theta\,ds=\int A\,dx\), which depends on the projected length and not on the shape. The tension at \(\theta=0\) has risen by \(A\), while the stiffness is unchanged because \(\cos\theta+(\cos\theta)''=0\). If tension controlled smoothing, this addition would alter the meander. It cannot.

**3. Growth of the meander**

Take equally spaced steps of terrace width \(l\), all displaced in phase. The \(+y\) direction is downhill, so the terrace in front of each step is its lower terrace. Atoms arrive at flux \(F\) per area, diffuse with coefficient \(D\), and do not desorb. At first, let atoms attach to a step only from its lower side, where the adatom density is in equilibrium with the step. I neglect step motion during an adatom's diffusion, and the repulsion between neighbouring steps (estimated in section 7).

For straight steps, in coordinates moving with the step,

\[
Dc_0''+F=0,\qquad c_0(0)=c_{\rm eq},\qquad c_0'(l)=0,
\]

\[
c_0=c_{\rm eq}+\frac FD\left(ly-\frac{y^2}{2}\right).
\]

The step speed is \(\Omega Dc_0'(0)=\Omega Fl\), as conservation of atoms requires.

Now let \(h=\eta e^{iqx+\omega t}\) with small \(\eta\), and write the density as \(c_0+c_1(y)h\). The diffusion equation gives \(c_1''=q^2c_1\). To first order \(\mu=\Omega Sq^2h\), and the equilibrium density at the step is \(c_{\rm eq}(1+\mu/kT)\). Define the capillary length \(\Gamma=\Omega S/kT\). Expanding both boundary conditions about the undisplaced positions gives

\[
c_1(0)=c_{\rm eq}\Gamma q^2-\frac{Fl}{D},\qquad
c_1'(l)=-c_0''(l)=\frac FD .
\]

With \(c_1=a\cosh qy+b\sinh qy\), the first condition fixes \(a=c_1(0)\), and the second gives

\[
qb=\frac{F}{D\cosh ql}-qa\tanh ql .
\]

The normal gradient at the displaced step changes by \([c_0''(0)+c_1'(0)]h\), where \(c_0''(0)=-F/D\) and \(c_1'(0)=qb\). Terrace diffusion thus contributes \(\Omega D(qb-F/D)\) to \(\omega\).

Atoms also move along the step edge. Their current is \(-(D_ec_e/kT)\,\partial_x\mu\), with edge diffusivity \(D_e\) and \(c_e\) mobile atoms per length. Its divergence adds \(\Omega(D_ec_e/kT)\,\partial_x^2\mu\) to the step velocity, which is \(-\Omega\Gamma D_ec_eq^4h\). Altogether,

\[
\begin{aligned}
\omega={}&\Omega F\left[ql\tanh ql+\operatorname{sech}ql-1\right]\\
&-\Omega\Gamma\left[Dc_{\rm eq}q^3\tanh ql+D_ec_eq^4\right].
\end{aligned}
\]

The first line drives the instability and contains no step energy. The second smooths the step, and both of its terms contain \(S\) through \(\Gamma\).

For waves long compared with a terrace, \(ql\tanh ql\simeq(ql)^2\) and \(\operatorname{sech}ql-1\simeq-(ql)^2/2\). Writing \(K=Dc_{\rm eq}l+D_ec_e\),

\[
\omega\simeq\tfrac12\Omega Fl^2q^2-\Omega\Gamma Kq^4 .
\]

Setting \(d\omega/dq=0\) gives \(q_m^2=Fl^2/(4\Gamma K)\), and the fastest-growing wavelength is

\[
\lambda=2\pi\sqrt{\frac{4\Gamma K}{Fl^2}}\ \propto\ \sqrt S .
\]

Putting \(\beta\) where \(S\) belongs, with everything else fixed, multiplies this wavelength by

\[
\sqrt{\frac{\beta}{S}}=\sqrt{\frac{1+\epsilon}{1-15\epsilon}}
=\sqrt{\frac{1.05}{0.25}}=2.05 .
\]

The restoring coefficient itself is wrong by a factor 4.2; the square root reduces this to about two. Anyone who inverts the formula to extract an energy from a wavelength meets the full factor: the result is the stiffness, and calling it the tension would understate the tension 4.2 times.

**4. Numbers for a copper-like surface**

Consider vicinal Cu(001) at 470 K with mean steps along the kinked \(\langle100\rangle\) direction, \(l=5\) nm, and deposition at 0.01 monolayer/s. The energies and the attempt frequency are rough, round model values. They give \(\Gamma=0.324\) nm, \(Dc_{\rm eq}l=275\) nm/s and \(D_ec_e=572\) nm/s, so \(K=848\) nm/s. With \(F=0.1526\) nm\(^{-2}\)s\(^{-1}\), \(Fl^2=3.81\) s\(^{-1}\), and

\[
\lambda=2\pi\sqrt{\frac{4(0.324)(848)}{3.81}}\ \text{nm}\simeq107\ \text{nm}.
\]

The author's substitution gives 218 nm.

I also solved the diffusion problem numerically between slightly deformed steps, supplying the line energy \(\beta(\theta)\) but no stiffness formula. The growth maximum lies at 108.1 nm. Replacing the line energy by an isotropic one of 0.84 eV/nm, which is what the author's argument amounts to, moves it to 219.1 nm, a ratio of 2.03. Adding \(A\cos\theta\) with \(A=0.40\) eV/nm raises the tension at \(\theta=0\) from 0.84 to 1.24 eV/nm and leaves the maximum at 108.1 nm.

The small departure from the long-wave formula can be derived. Let \(X=(ql)^2\), let \(X_0\) be its long-wave optimum, and let \(r=Dc_{\rm eq}l/K\) be the terrace share of smoothing. Keeping the next term of each hyperbolic function,

\[
\frac{\omega}{\Omega F}\simeq\frac X2-\frac{X^2}{8}-\frac{X^2}{4X_0}\left(1-\frac{rX}{3}\right).
\]

Setting the derivative to zero with \(X=X_0(1+\delta)\) gives \(\delta\simeq-(1-r)X_0/2\), so the wavelength grows by the fraction \((1-r)X_0/4\). Here \(X_0=0.087\) and \(r=0.32\), which predicts 1.5%; the numerical value is 1.4%. Since \(X_0\propto F\), a sixteenfold lower flux should reduce the correction about sixteenfold, and it falls to 0.09%. The mistaken, longer wave has a smaller correction, which is why the full ratio is slightly below 2.05.

The mistake also affects the time scale. At the long-wave optimum \(\omega=\Omega F(q_ml)^2/4\), which is inversely proportional to the restoring coefficient. The full calculation requires 48 monolayers for the amplitude to grow by a factor \(e\); the isotropic substitution gives 195.

**5. The direction and size of the error**

The author should not replace one rule of thumb by another, such as "tension overestimates the wavelength". At \(\theta=22.5^\circ\), \(\cos4\theta=0\) and the two quantities are equal. At \(45^\circ\), a minimum of tension, \(\beta=0.76\) and \(S=1.40\) eV/nm. Rotation now adds to the cost, and using the tension underestimates the wavelength by the factor 0.74. These factors compare two energies at one orientation; they do not predict how the wavelength changes between orientations, since transport along the edge may change too.

Nor is the factor of two insensitive to \(\epsilon\). At \(\theta=0\) the long-wave ratio is 1.61 for \(\epsilon=0.04\) and 3.26 for \(\epsilon=0.06\); the full growth law gives 1.60 and 3.16. It diverges as \(\epsilon\to1/15\), where the stiffness vanishes, but more slowly than the square root, because the optimum then leaves the range \(ql\ll1\): at \(\epsilon=0.066\) the full ratio is 8.7 against a long-wave 10.3. Beyond that value \(S<0\): a straight step in this direction lowers its energy by breaking into tilted pieces, and the present analysis no longer applies. A tension that looks almost isotropic can thus be close to this limit.

The linear theory has a related restriction on amplitude. From \(S(\theta)=2S(0)\) one finds \(\cos4\theta=2/3\), so the stiffness has doubled at a local tilt of only \(12^\circ\). This angle belongs to the \(\cos4\theta\) form; for the nearest-neighbour zigzag of section 7 the doubling comes near \(28^\circ\). The initial wavelength does not by itself determine the later shape.

The square-root law holds when the smoothing term carries two more powers of \(q\) than the drive, as \(q^4\) does against \(q^2\). For \(ql\gg1\), the drive becomes approximately \(\Omega Flq\). If terrace diffusion does the smoothing, the rate is \(\Omega(Flq-\Gamma Dc_{\rm eq}q^3)\), whose maximum still gives \(\lambda\propto\sqrt S\). If edge diffusion does it, the condition is \(Fl=4\Gamma D_ec_eq^3\), hence \(\lambda\propto S^{1/3}\), and the same substitution gives \(4.2^{1/3}=1.6\) instead of two.

**6. Attachment from the upper terrace**

Unless the barrier at its upper side is very high, a step also accepts atoms from above. Describe this by an attachment length \(d\): at the far edge of the terrace, \(-c_0'(l)=[c_0(l)-c_{\rm eq}]/d\). With \(c_0=c_{\rm eq}+(F/D)(gy-y^2/2)\), this reads

\[
l-g=\frac{gl-l^2/2}{d},\qquad g=\frac{l^2/2+ld}{l+d}.
\]

The adatom current integrated across the terrace is

\[
-D[c_0(l)-c_0(0)]=-F\left(gl-\frac{l^2}{2}\right)=-B,\qquad
B=\frac{Fl^2}{2}\,\frac{d}{l+d}.
\]

It is negative, so the net current runs uphill. Where a long meander tilts the steps by slope \(h'\), this current acquires a component \(+Bh'\) along \(x\), towards the protrusions. Its divergence changes the velocity by \(-\Omega Bh''\), a growth rate \(\Omega Bq^2\). For \(d\to\infty\) this is the earlier drive, which explains its origin.

Long-wave smoothing is unchanged, because the density across a terrace still follows the slowly varying \(\mu\). The wavelength is therefore multiplied by \(\sqrt{1+l/d}\), whichever energy is used. For an extra hopping barrier \(E_b\) at the edge, the added resistance of the last hop gives \(d=a(e^{E_b/kT}-1)\), with \(a=0.256\) nm the atomic spacing. Taking \(E_b=0.10\) eV gives \(d=2.8\) nm and a factor 1.68. The numerical solution moves from 108 to 179 nm, and using the tension there overestimates the wavelength by a factor 2.05.

**7. How far the example represents copper**

The orientation is chosen for a physical reason. A \(\langle100\rangle\) step on this surface is a zigzag of close-packed segments. If energy depends only on the number of broken nearest-neighbour bonds, all shortest zigzags cost the same. Each unit advances by \(b=a/\sqrt2\) and moves sideways by \(\pm b\), so over a length \(L\) the variance is \(Lb\). Equating this to the thermal result \(kTL/S\) gives \(S=\sqrt2\,kT/a=0.22\) eV/nm, close to the 0.20 eV/nm assumed. The assumed stiffness is thus typical of a nearest-neighbour model, though the assumed tension is not fixed by it: in that model 0.84 eV/nm needs a kink energy of 0.18 eV and comes with an anisotropy of about 9%, while a kink energy of 0.128 eV gives 0.55 eV/nm and an overestimate of 1.6. The estimate does not establish the value for real copper. An attraction \(w\) between second neighbours favours alternating segments, because each corner saves half such a bond, and it multiplies this \(S\) by \(e^{w/2kT}\). With \(w=0.06\) eV the stiffness would be 0.47 eV/nm, and using a tension of 0.84 eV/nm in its place would overestimate the wavelength by a factor 1.3 instead of two. The factor of two therefore belongs to the model tension assumed here.

The absolute wavelength is less secure than the ratio, because it depends on the transport rates as well as on \(\epsilon\). Raising both transport activation energies by 0.05 eV multiplies \(K\) by \(e^{-0.05/kT}\), with energies in eV, and shortens \(\lambda\) by a factor 1.85 in the long-wave formula (1.80 in the full growth law), almost as much as the mistake under discussion. Complete blocking of attachment from above is a further doubtful assumption; the 0.10 eV example raises \(\lambda\) by about two thirds and the deposit per \(e\)-fold to 364 monolayers. Barriers at kinks can also bias the edge current. If the \(Fl\) atoms arriving per length and time were displaced by one site in proportion to the slope, the resulting term would be \(2a/l\), or 10%, of the one-sided terrace drive, and 29% of the weaker drive left by the 0.10 eV barrier. That is an order-of-magnitude estimate, and a stronger bias could change the mechanism. Step repulsion was also left out. An entropic repulsion \(A/l^2\) with \(A=(\pi kT)^2/6S\) adds 0.8% to the stiffness if \(A\) is held fixed, but \(A\) falls as the steps tilt. With \(S''/S=48\) for the model tension, the term becomes \((3-48)A/l^2\), about \(-12\%\) of \(S\), which would move the maximum to roughly 102 nm; for the nearest-neighbour zigzag it is below 1%. This is only an estimate, since steps meet thermally over about 60 nm, a length comparable with the wavelength. The computed wavelength should not be presented as an observed copper value.

Island nucleation is not a concern for these parameters. The largest supersaturation is \(Fl^2/(2Dc_{\rm eq})=3.5\%\), for which the critical island radius is about 38 nm, far wider than the terrace. The margin is sensitive to the rough energies: 0.10 eV more in the terrace activation energy gives a supersaturation of 41% and a radius of 3.8 nm, smaller than the terrace. That radius, incidentally, is a proper use of tension: for a circular island with isotropic tension \(\beta_0\), the energy is \(2\pi R\beta_0\) minus the gain from its area. Creating a perimeter costs tension; bending an existing step is resisted by stiffness.

**Requested correction.** The author should replace \(\beta(0)\) by \(\beta(0)+\beta''(0)\) in the capillary length, recompute the wavelength and growth time, and state the uncertainty in \(\epsilon\). The claim that a 5% anisotropy is negligible should be withdrawn. The values used here are listed in the numerical output.

## Table of computed values

```
Temperature: 470 K
Thermal energy: 0.0405 eV
Surface atom spacing: 0.256 nm
Area per atom: 0.06554 nm^2
Terrace width: 5 nm
Miscut angle: 2.07 degrees
Deposition rate: 0.01 monolayer/s
Flux F: 0.1526 nm^-2 s^-1
Attempt frequency: 1e+13 s^-1
Terrace hop barrier: 0.5 eV
Adatom formation energy: 0.55 eV
Edge transport activation energy: 0.9 eV
Mean line tension beta0: 0.8 eV/nm
Anisotropy amplitude: 0.05
Angle 0 degrees: tension 0.840 eV/nm, stiffness 0.200 eV/nm, sqrt ratio 2.049
Angle 22.5 degrees: tension 0.800 eV/nm, stiffness 0.800 eV/nm, sqrt ratio 1.000
Angle 45 degrees: tension 0.760 eV/nm, stiffness 1.400 eV/nm, sqrt ratio 0.737
Zigzag path-count stiffness: 0.224 eV/nm
Capillary length Gamma: 0.3236 nm
Terrace transport D c_eq: 55.07 s^-1
Terrace transport times width: 275.4 nm/s
Edge transport D_e c_e: 572.3 nm/s
Long-wave wavelength, stiffness: 106.6 nm
Long-wave wavelength, tension: 218.4 nm
Long-wave overestimate: 2.049
Full wavelength, true line energy: 108.1 nm
Full wavelength, isotropic tension: 219.1 nm
Full overestimate: 2.028
Full wavelength, A cos(theta) added: 108.1 nm
q times terrace width at peak: 0.2907
Long-wave law error: 1.4 %
Same error at flux/16: 0.0916 %
Deposit per e-fold, true energy: 47.6 monolayers
Deposit per e-fold, tension: 195 monolayers
Overestimate for anisotropy 0.04: 1.612
Overestimate for anisotropy 0.06: 3.256
Upper-side extra barrier: 0.1 eV
Upper-side attachment length: 2.77 nm
Predicted finite-barrier factor: 1.68
Finite-barrier wavelength: 178.8 nm
Finite-barrier overestimate: 2.047
Finite-barrier e-fold: 364 monolayers
Entropic repulsion / stiffness: 0.81 %
One-site kink bias / terrace drive: 10 %
Step-motion Peclet number: 8.8e-08
Maximum supersaturation: 3.46 %
Critical island radius: 38 nm
Wavelength factor for 0.05 eV shift: 1.85
Tilt at which stiffness doubles: 12 degrees
```
